# From the 9j symbol to the recoupling matrix, with fermion signs

**Question**

I have four electrons, one in each of four different orbitals, and I describe their spins by coupling pairs. In one basis electrons 1 and 2 are coupled to $j_{12}$, 3 and 4 to $j_{34}$, and the two results to a total $J$. In the other basis the pairs are (13) and (24). Part of my Hamiltonian is diagonal in the first basis and part in the second, so I need the matrix between them. I used the 9j symbols

$$\begin{Bmatrix} j_1&j_2&j_{12}\\ j_3&j_4&j_{34}\\ j_{13}&j_{24}&J\end{Bmatrix}$$

as its elements. I first checked the case in which every pair is a singlet: the 9j symbol is $1/2$, and writing out the spin functions by hand also gives $1/2$. But the rows of the full $2\times2$ array for $J=0$ have squared norms $0.333$ and $0.086$, so it cannot be unitary.

There is a second puzzle. When I build the same two singlet-pair states with creation operators, their overlap comes out as $-1/2$. What is the correct matrix, and which sign should I use?

**Answer**

The two puzzles have separate causes. The first is a normalization and concerns any four angular momenta. The second is a permutation sign and arises when the states are made with fermion operators. I take distinguishable parts first, with $\hbar=1$.

**What the matrix is**

Let the parts have fixed angular momenta $j_1,\dots,j_4$. I write $C^{c\gamma}_{a\alpha\,b\beta}$ for the Clebsch–Gordan coefficient that couples $a$ and $b$, in that order, to $c$, with Condon–Shortley phases. These coefficients are real. The matrix you need is

$$U=\langle (j_1j_2)j_{12},(j_3j_4)j_{34};JM|(j_1j_3)j_{13},(j_2j_4)j_{24};JM\rangle .$$

Its rows are labelled by $(j_{12},j_{34})$ and its columns by $(j_{13},j_{24})$. At fixed $J$ and $M$ both sets of states are orthonormal and span the same space, so $UU^T=1$. The square $U^2$ is the probability of finding $j_{13},j_{24}$ in a state prepared with $j_{12},j_{34}$.

The overlap does not depend on $M$. The lowering operator gives $J_-|x;JM\rangle=c\,|x;J,M-1\rangle$, where $c^2=J(J+1)-M(M-1)$ is the same for both bases. Since $J_+J_-$ has the eigenvalue $c^2$ on these states,

$$\langle x;J,M-1|y;J,M-1\rangle=\frac{\langle x;JM|J_+J_-|y;JM\rangle}{c^2}=\langle x;JM|y;JM\rangle .$$

We may therefore sum over $M$ and divide by $2J+1$:

$$U=\frac{1}{2J+1}\sum C^{j_{12}m_{12}}_{j_1m_1j_2m_2}C^{j_{34}m_{34}}_{j_3m_3j_4m_4}C^{JM}_{j_{12}m_{12}j_{34}m_{34}}\,C^{j_{13}m_{13}}_{j_1m_1j_3m_3}C^{j_{24}m_{24}}_{j_2m_2j_4m_4}C^{JM}_{j_{13}m_{13}j_{24}m_{24}},$$

with the sum over all projections.

**Where the root factor comes from**

The 9j symbol is defined as a sum of six 3j symbols, one for each row and each column:

$$\begin{Bmatrix} j_1&j_2&j_{12}\\ j_3&j_4&j_{34}\\ j_{13}&j_{24}&J\end{Bmatrix}=\sum
\begin{pmatrix}j_1&j_2&j_{12}\\m_1&m_2&\mu_{12}\end{pmatrix}
\begin{pmatrix}j_3&j_4&j_{34}\\m_3&m_4&\mu_{34}\end{pmatrix}
\begin{pmatrix}j_{13}&j_{24}&J\\\mu_{13}&\mu_{24}&\mu\end{pmatrix}$$
$$\qquad\times
\begin{pmatrix}j_1&j_3&j_{13}\\m_1&m_3&\mu_{13}\end{pmatrix}
\begin{pmatrix}j_2&j_4&j_{24}\\m_2&m_4&\mu_{24}\end{pmatrix}
\begin{pmatrix}j_{12}&j_{34}&J\\\mu_{12}&\mu_{34}&\mu\end{pmatrix}.$$

The link between the two kinds of coefficient is

$$C^{c\gamma}_{a\alpha\,b\beta}=(-1)^{a-b+\gamma}\sqrt{2c+1}\begin{pmatrix}a&b&c\\\alpha&\beta&-\gamma\end{pmatrix}.$$

Write $d_{12}=2j_{12}+1$, and likewise for the other pairs. The six square roots multiply to $(2J+1)\sqrt{d_{12}d_{34}d_{13}d_{24}}$, because $J$ is the result of two of the couplings. The $2J+1$ cancels the denominator of the average, and the root over the four intermediate momenta remains.

The phase must be followed too. The six exponents $a-b+\gamma$ add up to

$$2j_1-2j_4+j_{12}-j_{34}+j_{13}-j_{24}+4M,$$

where $m_{12}+m_{34}=m_{13}+m_{24}=M$ was used. To match the definition, set $\mu_{12}=-m_{12}$, and likewise for the other pairs, and $\mu=M$. Four of the 3j symbols then agree as they stand. The two that contain $J$ have all their projections reversed, which costs $(-1)^{j_{12}+j_{34}+J}$ and $(-1)^{j_{13}+j_{24}+J}$. The total exponent is

$$2j_1-2j_4+2j_{12}+2j_{13}+2J+4M .$$

Now $4M$ is even. Also, $2j_{12}$ has the parity of $2j_1+2j_2$, $2j_{13}$ that of $2j_1+2j_3$, and $2J$ that of $2j_1+2j_2+2j_3+2j_4$. The exponent thus has the parity of $8j_1+4j_2+4j_3$, which is even. No sign is left, and

$$\boxed{U=\sqrt{d_{12}d_{34}d_{13}d_{24}}\begin{Bmatrix} j_1&j_2&j_{12}\\ j_3&j_4&j_{34}\\ j_{13}&j_{24}&J\end{Bmatrix}}$$

The factor can be large. For $j_1,j_2,j_3,j_4=\tfrac12,1,\tfrac32,1$ and $J=1$, take $j_{12}=\tfrac32$, $j_{34}=\tfrac12$, $j_{13}=1$, $j_{24}=2$. The 9j symbol is $0.0694$ and the root is $\sqrt{4\cdot2\cdot3\cdot5}=10.954$, so $U=0.7607$. The probability is $0.7607^2=0.579$, whereas the square of the bare symbol is about $0.005$.

**Can the bare array ever be unitary?**

It can in one trivial case. Since $\sum U^2=1$ along a row, the squared norm of a bare row obeys

$$\sum_{j_{13}j_{24}}\frac{U^2}{d_{12}d_{34}d_{13}d_{24}}\le\frac{1}{d_{12}d_{34}} .$$

For this norm to be one, we need $j_{12}=j_{34}=0$, and $U$ must vanish unless $j_{13}=j_{24}=0$. The first condition implies $j_1=j_2$, $j_3=j_4$ and $J=0$, hence $j_{13}=j_{24}=j$. To examine the second condition we need $U$ for two singlet pairs.

A singlet of two equal momenta is

$$|(j_1j_1)0\rangle=\sum_m\frac{(-1)^{j_1-m}}{\sqrt{2j_1+1}}|m,-m\rangle ,$$

because $J_+$ annihilates it only if neighbouring coefficients are opposite, and the phase convention makes the first one positive. Use this form for the pairs (12) and (34), and again for coupling $j_{13}=j_{24}=j$ to zero. With $m'=m_1+m_3$,

$$U_{00,jj}=\sum_{m_1m_3}\frac{(-1)^{j_1-m_1+j_3-m_3+j-m'}}{\sqrt{(2j_1+1)(2j_3+1)(2j+1)}}\,C^{jm'}_{j_1m_1j_3m_3}C^{j,-m'}_{j_1,-m_1\,j_3,-m_3}.$$

Reversing all projections in the last coefficient gives $(-1)^{j_1+j_3-j}$. The exponent becomes $2(j_1+j_3-m')$, which is even because $j_1+j_3-m'$ is an integer. The remaining sum of $C^2$ is $2j+1$, one for each $m'$. Hence

$$U_{00,jj}=\sqrt{\frac{2j+1}{(2j_1+1)(2j_3+1)}} .$$

This is nonzero for every $j$ from $|j_1-j_3|$ to $j_1+j_3$. The second condition therefore requires $j=0$ to be the sole value in that range, which means $j_1=j_3=0$. The bare array is orthogonal only when all four angular momenta are zero.

**Your four spins**

For spins $\tfrac12$ and $J=0$, the two pair momenta are equal, so the basis is $(0,0),(1,1)$. The singlet formula gives the first row as $\tfrac12,\tfrac{\sqrt3}{2}$. Interchanging the names of parts 2 and 3 exchanges the two bases, and all four spins are equal, so $U$ is symmetric. Orthogonality of the rows then fixes the last element:

$$U=\begin{pmatrix}\tfrac12&\tfrac{\sqrt3}{2}\\\tfrac{\sqrt3}{2}&-\tfrac12\end{pmatrix},\qquad
\text{root factors}=\begin{pmatrix}1&3\\3&9\end{pmatrix}.$$

Dividing element by element gives your bare array, with entries $0.5$, $0.2887$, $0.2887$ and $-0.0556$. Your test element has root factor one, since all its intermediate momenta vanish. It agrees with or without the factor and so could not reveal the error.

**Why creation operators change the sign**

Let $a^\dagger_i$ stand for $a^\dagger_{j_im_i}$, and define the pair operator

$$A^\dagger(ik)_{j_{ik}m_{ik}}=\sum_{m_im_k}C^{j_{ik}m_{ik}}_{j_im_ij_km_k}a^\dagger_ia^\dagger_k .$$

Coupling two pairs gives

$$[A^\dagger(12)A^\dagger(34)]^J_M=\sum_{m_1m_2m_3m_4}\Phi^{12,34}\,a_1^\dagger a_2^\dagger a_3^\dagger a_4^\dagger ,$$

where $\Phi^{12,34}$ is the amplitude of the coupled product state. Amplitudes know nothing about statistics, so they obey $\Phi^{12,34}=\sum U\,\Phi^{13,24}$, summed over $j_{13}$ and $j_{24}$. But the operator $[A^\dagger(13)A^\dagger(24)]^J_M$ contains its operators in the order 1324, and

$$a_1^\dagger a_2^\dagger a_3^\dagger a_4^\dagger=-a_1^\dagger a_3^\dagger a_2^\dagger a_4^\dagger .$$

Therefore

$$[A^\dagger(12)A^\dagger(34)]^J_M=-\sum_{j_{13}j_{24}}U\,[A^\dagger(13)A^\dagger(24)]^J_M .$$

If the four shells are different, strings with different projections create orthonormal states. The overlap matrix of the Fock states is then $-U$. Your $+\tfrac12$ belongs to product spin functions and your $-\tfrac12$ to operator-built states. Both are correct.

The minus sign is not a universal fermion factor. It is the parity of the particular reordering. For the pairs (14) and (23), the operator $a_4^\dagger$ moves past two others, so the permutation sign is $+1$. The amplitudes now bring a phase of their own, because $C^{j_{34}m_{34}}_{j_3m_3j_4m_4}=(-1)^{j_3+j_4-j_{34}}C^{j_{34}m_{34}}_{j_4m_4j_3m_3}$. After this exchange, the boxed formula applies with 3 and 4 interchanged, and the Fock overlap for different shells is

$$+(-1)^{j_3+j_4-j_{34}}\sqrt{d_{12}d_{34}d_{14}d_{23}}\begin{Bmatrix} j_1&j_2&j_{12}\\ j_4&j_3&j_{34}\\ j_{14}&j_{23}&J\end{Bmatrix}.$$

Two restrictions matter.

- **Same shell.** Creation operators still anticommute, so the operator identity holds. The states, however, are no longer orthonormal. In a shell $j=\tfrac52$ with pair momenta 0 and 2 and $J=2$, the (12)(34) and (13)(24) operators are literally the same. Their overlap is the squared norm of one state, $1.333$, while $-U=-0.167$.
- **Annihilation operators.** If one of the exchanged operators annihilates, then $a_\alpha a_\beta^\dagger=-a_\beta^\dagger a_\alpha+\delta_{\alpha\beta}$. The extra term vanishes when the two operators belong to different shells, and the sign alone is then enough. Within one shell it can survive. It has two operators fewer, so a sign does not account for it. Note also that $a_{jm}$ removes projection $m$, so the operator to couple is $\tilde a_{jm}=(-1)^{j-m}a_{j,-m}$; with the plain $a_{jm}$ the coupled product does not in general have a definite $M$. The statements about the sign and the extra term hold for $\tilde a$ in the same way.

**What the root factor does to an energy**

Take the model

$$H=J_a(\mathbf s_1\cdot\mathbf s_2+\mathbf s_3\cdot\mathbf s_4)+J_b(\mathbf s_1\cdot\mathbf s_3+\mathbf s_2\cdot\mathbf s_4),$$

with one electron in each orbital and the round values $J_a=0.10$ eV and $J_b=0.06$ eV. For a pair of spin $S$, $\mathbf s_i\cdot\mathbf s_k=\tfrac12[S(S+1)-\tfrac32]$, which is $-\tfrac34$ for a singlet and $\tfrac14$ for a triplet. Two equal pairs give $D=\mathrm{diag}(-\tfrac32,\tfrac12)$. In the (12)(34) basis the $J=0$ block is $J_aD+J_bUDU^T$, with

$$UDU^T=\begin{pmatrix}\tfrac14(-\tfrac32)+\tfrac34(\tfrac12)&\tfrac{\sqrt3}{4}(-\tfrac32-\tfrac12)\\\cdot&\tfrac34(-\tfrac32)+\tfrac14(\tfrac12)\end{pmatrix}=\begin{pmatrix}0&-\tfrac{\sqrt3}{2}\\-\tfrac{\sqrt3}{2}&-1\end{pmatrix}.$$

The block elements are

$$H_{11}=-\tfrac32J_a=-0.150\text{ eV},\quad H_{12}=-\tfrac{\sqrt3}{2}J_b=-0.052\text{ eV},\quad H_{22}=\tfrac12J_a-J_b=-0.010\text{ eV}.$$

Half the trace is $-\tfrac12(J_a+J_b)$, and half the diagonal difference is $-J_a+\tfrac12J_b$. The eigenvalues are therefore

$$E=-\tfrac12(J_a+J_b)\mp\sqrt{(J_a-\tfrac12J_b)^2+\tfrac34J_b^2}=-\tfrac12(J_a+J_b)\mp\sqrt{J_a^2-J_aJ_b+J_b^2}.$$

Numerically, $E=-0.0800\mp0.0872$ eV. The lower singlet lies at $-0.1672$ eV ($-0.00614$ hartree) and the upper at $0.0072$ eV ($0.00026$ hartree).

With the bare array in place of $U$, the energies become $-0.1709$ and $0.0434$ eV. The lower one is wrong by only about 2% of its true value, but the upper one is too high by $0.036$ eV. A plausible ground energy is thus no proof that the matrix was right.

**What the fermion sign does**

Replacing $U$ by $-U$ leaves $UDU^T$ unchanged, so the calculation above cannot detect the sign. It becomes visible when states with different pairings are superposed. Let

$$\Phi_A=A^\dagger(12)A^\dagger(34)|0\rangle,\qquad \Phi_B=A^\dagger(13)A^\dagger(24)|0\rangle,$$

with every pair a singlet. Both are normalized, and $\langle\Phi_A|\Phi_B\rangle=-\tfrac12$. The $J_a$ part of $H$ has eigenvalue $-\tfrac32J_a$ on $\Phi_A$, and the $J_b$ part has $-\tfrac32J_b$ on $\Phi_B$. Acting to the left with the first and to the right with the second gives

$$\langle\Phi_A|H|\Phi_B\rangle=-\tfrac32(J_a+J_b)\left(-\tfrac12\right)=\tfrac34(J_a+J_b)=0.12\text{ eV}.$$

The diagonal elements are $-\tfrac32J_a$ and $-\tfrac32J_b$, since the other part of $H$ has zero mean in each state, as the first element of $UDU^T$ shows. Hence

$$E(\Phi_A-\Phi_B)=\frac{-\tfrac32(J_a+J_b)-\tfrac32(J_a+J_b)}{1+1+1}=-(J_a+J_b)=-0.16\text{ eV},$$

$$E(\Phi_A+\Phi_B)=\frac{-\tfrac32(J_a+J_b)+\tfrac32(J_a+J_b)}{1+1-1}=0 .$$

For product spin functions the second state has the opposite sign, so there the sum has the low energy. Carrying the plus sign over to creation operators would select the wrong combination.

The ground state itself is $c_A\Phi_A+c_B\Phi_B$ with unequal weights. The first row of $(H-ES)c=0$, where $S$ is the overlap matrix, reads

$$(-0.150-E)\,c_A+(0.12+\tfrac12E)\,c_B=0 .$$

With $E=-0.16718$ eV this gives $c_B/c_A=-0.01718/0.03641=-0.472$. Reversing the sign of that ratio raises the mean energy to $-0.0757$ eV.

How a sign error shows up in the $2\times2$ eigenvalue problem depends on where it is made.

- **Wrong in both matrices.** The lowest eigenvalue is still $-0.1672$ eV, because the error amounts to renaming $\Phi_B$ as $-\Phi_B$. The energies are right, but the coefficients build the wrong state if they are used with the original operators.
- **Wrong in the overlap matrix only.** The determinant condition becomes $(-0.150-E)(-0.090-E)-(0.12-\tfrac12E)^2=0$, with energies in eV. Its lower root is $-0.482$ eV, far below the true ground energy. The variational bound gives no protection, because the two matrices no longer describe the same pair of states.

For your Hamiltonian, use $U$ with the root factor. For product spin functions the overlap matrix is $U$. For states built as $[A^\dagger(12)A^\dagger(34)]^J_M|0\rangle$ and $[A^\dagger(13)A^\dagger(24)]^J_M|0\rangle$ from your four different orbitals it is $-U$. Whichever you choose, use the same states in the overlap matrix and in the Hamiltonian matrix. The numerical check compares these formulas with coupled states built from ladder operators and with an explicit Fock-space calculation.

## Values computed for the example and the checks

```
General case: j1,j2,j3,j4,J = [0.5, 1.0, 1.5, 1.0, 1.0]
  matrix dimension = 5
  chosen j12,j34,j13,j24 = [1.5, 0.5, 1.0, 2.0]
  bare 9j = 0.069444 (dimensionless)
  root factor = 10.954451 (dimensionless)
  overlap from states = 0.760726 (dimensionless)
  largest squared norm of a bare row = 0.026543
One shell j = 5/2, pair momenta 0 and 2, J = 2:
  squared norm of the four-fermion state = 1.333333
  Fock overlap of the two pairings = 1.333333
  minus the recoupling element = -0.166667
Four spins 1/2, J = 0, basis (0,0),(1,1), dimensionless:
  U, row 1 = 0.500000 0.866025; row 2 = 0.866025 -0.500000
  bare 9j, row 1 = 0.500000 0.288675; row 2 = 0.288675 -0.055556
  root factor, row 1 = 1.000000 3.000000; row 2 = 3.000000 9.000000
  squared norms of bare rows = 0.333333 0.086420
Exchange model:
  Ja = 0.10 eV, Jb = 0.06 eV
  singlet block: H11 = -0.150000 eV, H12 = -0.051962 eV, H22 = -0.010000 eV
  square root in the energy formula = 0.087178 eV
  lower singlet = -0.167178 eV = -0.00614368 hartree
  upper singlet = 0.007178 eV = 0.00026379 hartree
  with the bare 9j array = -0.170850 eV and 0.043443 eV
Superposition of PhiA = A+(12)A+(34)|0> and PhiB = A+(13)A+(24)|0>:
  overlap of PhiA and PhiB = -0.500000 (dimensionless)
  Hamiltonian element between them = 0.120000 eV
  squared norm: PhiA-PhiB = 3.000000, PhiA+PhiB = 1.000000
  energy of PhiA-PhiB = -0.160000 eV
  energy of PhiA+PhiB = 0.000000 eV
  ground state coefficient ratio cB/cA = -0.471780
  energy when that ratio has the wrong sign = -0.075659 eV
  lowest energy, sign wrong in overlap only = -0.482487 eV
  lowest energy, sign wrong in both matrices = -0.167178 eV
```
